# Shot noise and shared pulse-energy noise in absorbed photon counts

## Result

A resist feature absorbs \(N\) photons on average from \(K\) independent pulses of equal mean energy. If the relative standard deviation of the pulse energy is \(s\), the absorbed count \(n\) has relative variance

\[
\frac{\operatorname{Var}(n)}{N^2}=\frac1N+\frac{s^2}{K}. \tag{1}
\]

Two features \(a\) and \(b\) that occupy disjoint volumes and are exposed by the same pulses have relative covariance

\[
\frac{\operatorname{Cov}(n_a,n_b)}{N_aN_b}=\frac{s^2}{K}. \tag{2}
\]

The first term of (1) is the shot noise of each feature. The second is a dose error common to all features that the pulses expose, and it alone appears in (2). Formula (1) assumes that the feature has no other source of noise; formula (2) allows further noise that is independent from feature to feature, but no other shared source.

The number \(s\) must not include the photon noise of the pulse itself. If pulse \(k\) carries \(M_k\) photons with mean \(M\), the definition used here is

\[
s^2=\frac{\operatorname{Var}(M_k)-M}{M^2}. \tag{3}
\]

With this definition (1) and (2) hold for any photon-number distribution of finite variance. For classical light, (3) reduces to the relative variance of the pulse energy, as shown below.

## Derivation

**One pulse with a given photon number.** Let the pulse contain \(m\) photons. Each is absorbed in \(a\) with probability \(p_a\), in \(b\) with probability \(p_b\), or in neither, independently of the others. Let \(X_i=1\) if photon \(i\) is absorbed in \(a\) and 0 otherwise, and let \(Y_i\) be the same for \(b\). Then \(n_a=\sum_iX_i\) and \(n_b=\sum_iY_i\).

Since \(X_i^2=X_i\), the diagonal terms of \(n_a^2\) add up to \(n_a\), and

\[
E[n_a(n_a-1)\mid m]=\sum_{i\ne j}E[X_i]E[X_j]=m(m-1)p_a^2 .
\]

A photon is absorbed once, and the volumes are disjoint, so \(X_iY_i=0\). The product \(n_an_b\) therefore also has no diagonal terms:

\[
E[n_an_b\mid m]=\sum_{i\ne j}E[X_i]E[Y_j]=m(m-1)p_ap_b .
\]

**Average over the photon number.** From (3), \(\operatorname{Var}(M_k)=M+s^2M^2\), so

\[
E[M_k(M_k-1)]=\operatorname{Var}(M_k)+M^2-M=M^2(1+s^2).
\]

With \(E[n_a]=Mp_a\), the variance for one pulse is

\[
\begin{aligned}
\operatorname{Var}(n_a)&=E[n_a(n_a-1)]+E[n_a]-E[n_a]^2\\
&=M^2(1+s^2)p_a^2+Mp_a-M^2p_a^2\\
&=Mp_a+s^2M^2p_a^2 ,
\end{aligned}
\]

and the covariance is

\[
\operatorname{Cov}(n_a,n_b)=M^2(1+s^2)p_ap_b-M^2p_ap_b=s^2M^2p_ap_b .
\]

The term \(Mp_a\) comes from the pairing of a photon with itself. Disjoint features have no such pairing, which is why shot noise is absent from their covariance.

**Sum over pulses.** The pulses are independent, so variances and covariances add. With \(N_a=KMp_a\),

\[
\operatorname{Var}(n_a)=KMp_a+Ks^2M^2p_a^2=N_a+\frac{s^2N_a^2}{K},
\]

\[
\operatorname{Cov}(n_a,n_b)=Ks^2M^2p_ap_b=\frac{s^2N_aN_b}{K}.
\]

Division by \(N_a^2\) and by \(N_aN_b\) gives (1) and (2).

**Meaning of \(s\).** For classical light the photon number is Poisson distributed once the pulse energy is given. Let its conditional mean be \(Me\), where \(e\) is the relative energy, with \(E[e]=1\) and \(\operatorname{Var}(e)=s_e^2\). A Poisson variable of mean \(Me\) has \(E[m(m-1)\mid e]=M^2e^2\). Averaging gives \(M^2(1+s_e^2)\), and comparison with the expression above shows \(s=s_e\).

Two other cases show what the terms mean. Steady Poisson pulses have \(s=0\), and disjoint features are then uncorrelated although each has shot noise. Pulses with a fixed photon number have \(\operatorname{Var}(M_k)=0\) and \(s^2=-1/M\). The covariance is negative, because a photon absorbed in one feature is missing for the other.

These cases were tested by summing the joint count distribution for three pulses with \(p_a=0.2\) and \(p_b=0.3\). Fluctuating classical pulses with \(s^2=0.2080\) and \(N_a=3.00\) gave a relative variance of 0.4027, which is \(1/3+0.2080/3\), and a relative covariance of 0.0693. Pulses of six photons each gave a relative covariance of \(-0.0556=-1/(6\cdot3)\).

## Unequal, shared and correlated pulses

In a scanner, a pulse may contribute differently to different features. Let \(a_k\) and \(b_k\) be the mean counts from pulse \(k\), with the same \(s\) for every pulse. The one-pulse results hold with \(Mp_a\to a_k\) and \(Mp_b\to b_k\), and their sums give

\[
\frac{\operatorname{Var}(n_a)}{N_a^2}=\frac1{N_a}+s^2\frac{\sum_ka_k^2}{(\sum_ka_k)^2},
\qquad
\frac{\operatorname{Cov}(n_a,n_b)}{N_aN_b}=s^2\frac{\sum_ka_kb_k}{\sum_ka_k\sum_kb_k}. \tag{4}
\]

The variance defines an effective pulse number \(K_{\rm eff}=(\sum_ka_k)^2/\sum_ka_k^2\).

If \(a\) receives \(K_a\) equal pulses, \(b\) receives \(K_b\), and \(K_{ab}\) are common to both, then \(a_k=N_a/K_a\) and \(b_k=N_b/K_b\) on their own pulses. The relative covariance is \(s^2K_{ab}/(K_aK_b)\). It vanishes when no pulse is shared.

Disjointness matters. Let feature \(A\) lie inside a larger feature \(B\), and let \(C\) be the rest of \(B\). Then \(n_B=n_A+n_C\), and

\[
\operatorname{Cov}(n_A,n_B)=\operatorname{Var}(n_A)+\operatorname{Cov}(n_A,n_C)
=N_A+\frac{s^2N_A(N_A+N_C)}K .
\]

Dividing by \(N_AN_B\), with \(N_B=N_A+N_C\), gives \(1/N_B+s^2/K\). Shared photons have brought a shot-noise term into the covariance.

If classical pulse energies are serially correlated, with coefficient \(r_q\) between pulses \(q\) steps apart, the variance of their mean contains \(K\) diagonal terms and \(2(K-q)\) terms at each separation \(q\). The common term becomes

\[
\frac{s^2}{K}\left[1+2\sum_{q=1}^{K-1}\left(1-\frac qK\right)r_q\right].
\]

For \(r_q=r^q\) and \(K\gg1/(1-|r|)\), the bracket tends to \(1+2r/(1-r)=(1+r)/(1-r)\). Negative \(r\) in this geometric form, which feedback on the pulse energy can produce, lowers the common noise. For other forms the sign of \(r_1\) alone does not decide, because the sum over all separations counts.

## Correlation and averaging

For two features of equal mean count \(N\), division of (2) by (1) gives the correlation coefficient

\[
\rho=\frac{s^2/K}{1/N+s^2/K}=\frac{s^2\nu}{1+s^2\nu},\qquad \nu=\frac NK .
\]

Here \(\nu\) is the mean number of photons absorbed per feature and pulse. The way in which dose is added therefore matters. More pulses of the same energy lower both noise terms in proportion and leave \(\rho\) unchanged. More energy per pulse, at fixed \(K\) and \(s\), lowers the shot noise alone and raises \(\rho\).

The mean of \(m\) equal features has \(m\) variance terms and \(m(m-1)\) covariance terms:

\[
\frac1{m^2}\left[m\left(\frac1N+\frac{s^2}K\right)+m(m-1)\frac{s^2}K\right]
=\frac1{mN}+\frac{s^2}K. \tag{5}
\]

Averaging over features removes shot noise but not the common error. The two terms are equal at \(m^*=K/(s^2N)\). The difference of two features behaves in the opposite way: its relative variance is \(2(1/N+s^2/K)-2s^2/K=2/N\), free of the common term.

In a simulation with classical pulses, draw the pulse energies once per exposure, form the relative dose of each feature, and then draw independent Poisson counts at those doses. Drawing a separate dose error for each feature would reproduce (1) but would lose (2).

## Example: EUV contact holes

The example has round parameters: wavelength 13.5 nm, local dose 30 mJ/cm², hole diameter 20 nm, resist thickness 30 nm, absorption coefficient 5.0 µm⁻¹ and \(s=5\,\%\). A slit of 1.6 mm scanned at 320 mm/s exposes a point for 5 ms. At 50 kHz this gives \(K=250\).

The dose equals 1872 eV/nm². With a photon energy of 91.84 eV, this is 20.39 photons/nm², or 6405 photons on the hole area of 314.2 nm². The absorbed fraction for a single pass is \(1-e^{-0.15}=0.1393\), so \(N=892\). Then

\[
\frac1N=1.121\times10^{-3},\qquad
\frac{s^2}K=\frac{0.0025}{250}=1.0\times10^{-5}.
\]

The corresponding standard deviations are 3.35 % and 0.32 % of the mean count, and together they give 3.36 %. The correlation coefficient is \(\rho=0.0088\), and the terms in (5) are equal at \(m^*\approx112\) holes. The common noise is barely visible in one hole, but it dominates the mean of several hundred.

A simulation of 20,000 exposures of 400 holes, with every pulse energy drawn separately, gave a relative covariance of \(1.016\times10^{-5}\) for holes sharing their pulses. For holes paired across different exposures it gave \(9\times10^{-9}\). The relative variance of the 400-hole mean was \(1.293\times10^{-5}\), against \(1.280\times10^{-5}\) from (5).

## Effect on rare failures

Suppose that a hole fails when its count is at most \(c\). This is a model criterion that leaves out the later chemistry. For classical light at a given dose, the failure probability is \(p(\mu)=\sum_{n=0}^cP_n(\mu)\), where \(P_n(\mu)=e^{-\mu}\mu^n/n!\). Since \(dP_n/d\mu=P_{n-1}-P_n\), with \(P_{-1}=0\), the sum telescopes:

\[
\frac{dp}{d\mu}=-P_c(\mu),\qquad
b\equiv-\left.\frac{d\ln p}{d\ln\mu}\right|_{\mu=N}=\frac{N\,P_c(N)}{p(N)} .
\]

Let the relative dose errors of two equal holes be \(\delta_a\) and \(\delta_b\), each of variance \(\sigma^2=s^2/K\). They are averages over many pulses and are taken as jointly Gaussian. To first order in the exponent, \(p(N(1+\delta))\approx p(N)e^{-b\delta}\). A Gaussian variable \(x\) of zero mean has \(E[e^{-x}]=e^{\operatorname{Var}(x)/2}\), so

\[
E[p]\approx p(N)\,e^{b^2\sigma^2/2},\qquad
\frac{E[p_ap_b]}{E[p_a]E[p_b]}\approx e^{b^2\operatorname{Cov}(\delta_a,\delta_b)} . \tag{6}
\]

In the second formula, \(\operatorname{Var}(\delta_a+\delta_b)/2=\sigma^2+\operatorname{Cov}(\delta_a,\delta_b)\), and the part \(\sigma^2\) cancels against the denominator. If all pulses are shared, the covariance is \(s^2/K\).

For \(c=713\), about 80 % of \(N\), the sensitivity is \(b=183\): a dose loss of 0.1 % raises the failure probability by about 20 %. Here \(b^2s^2/K=0.335\), so (6) predicts a rise of the failure rate by the factor \(e^{0.167}=1.18\) and a joint excess of \(e^{0.335}=1.40\). Integration over the Gaussian dose error without the first-order approximation gives 1.177 and 1.388. The single-hole failure probability rises from \(2.9\times10^{-10}\) to \(3.4\times10^{-10}\) at fixed mean dose and threshold.

The small difference from (6) comes from the curvature of \(\ln p\). Differentiating \(b(\mu)=\mu P_c/p\) gives \(db/d\ln\mu=b(1+c-\mu+b)\). Hence the second derivative of \(\ln p\) with respect to \(\delta\) at \(\delta=0\) is \(-\kappa\), with \(\kappa=b(b+c-N)\approx7\times10^2\). Keeping this term in the Gaussian integral gives, for \(j=1\) or 2 holes with the same \(\delta\),

\[
E[e^{-jb\delta-j\kappa\delta^2/2}]
=\frac{1}{\sqrt{1+j\kappa\sigma^2}}
\exp\left[\frac{j^2b^2\sigma^2}{2(1+j\kappa\sigma^2)}\right].
\]

With \(\kappa\sigma^2\approx0.007\), the two factors become 1.177 and 1.388, in agreement with the integration.

With a Gaussian dose error, a count correlation below 1 % thus raises the joint failure probability by 39 % over the independent product. The factor depends on the low-energy tail of the pulses and not on \(s\) alone. If the same \(s=5\,\%\) came entirely from pulses missed with probability 0.25 %, the rise would be 1.23 and the joint excess 1.96. With missed pulses supplying a tenth of \(s^2\), the joint excess is 1.44. Whether the failures visibly cluster depends also on the number of holes considered. If \(G\) holes share all pulses and the joint excess is \(X\), the number of failures has variance \(Gp(1-p)+G(G-1)p^2(X-1)\), with \(p\) now the averaged probability. For small \(p\) and large \(G\), its ratio to the mean is close to \(1+Gp(X-1)\). One pulse step of 6.4 µm along a slit 26 mm long holds about \(10^8\) holes at 40 nm pitch. Then \(Gp\approx0.036\), and the ratio exceeds one by only about 0.014. Larger groups show more clustering, though their holes share fewer pulses as they spread along the scan. For a field 33 mm long, fully packed with such holes, summing the pair terms with the actual fraction of shared pulses gives a ratio that exceeds one by about 3.

The size of this effect depends strongly on the failure criterion. Suppose instead that each absorbed photon yields a Poisson number of acids with mean 3, and that a hole fails below 80 % of the mean acid count. Then \(p\) rises to about \(4\times10^{-8}\) and the joint excess falls to 1.22, but \(Gp\approx4\) for the group within one pulse step, and its ratio exceeds one by about 0.9.

## Comparison with a real exposure

The parameters lie in the rough regime of EUV scanners and chemically amplified resists, but \(s\), the absorption coefficient and the local dose depend on the tool and process. Several assumptions change the common term noticeably. A trapezoidal slit profile of the same half-height width, with edges that each extend over 50 pulses, has \(K_{\rm eff}=268\) and lowers the term to \(9.3\times10^{-6}\). Serial correlation of \(+0.2\) or \(-0.2\) per pulse, decaying geometrically, multiplies it by 1.50 or 0.67. Feedback on the accumulated dose error acts far more strongly, because that error then stays bounded. If each pulse removes 5 % or 20 % of the accumulated error, the term for a sharp-edged slit is multiplied by about 0.08 or 0.02 at the same \(s\). The example describes a source without such control. A residual dose error of 0.2 % common to all holes adds \(4\times10^{-6}\). Holes 0.8 mm apart along the scan share 125 pulses, which halves their covariance.

Other effects add noise to each hole separately. Independent thickness variations of 0.1 nm contribute \(9.5\times10^{-6}\), as much as the pulse noise, but without correlating the holes. Random placement of the resist atoms, treated as equal absorbers, contributes about \(10^{-6}\).

The variance of a single hole also changes after absorption. If each photon independently yields a random number of acids with mean \(g\) and variance \(v\), the acid count has variance \(vN+g^2\operatorname{Var}(n)\). Division by \((gN)^2\) gives

\[
\frac1N\left(1+\frac v{g^2}\right)+\frac{s^2}K .
\]

For a Poisson yield with \(g=3\), \(v=g\) and the total is \(1.50\times10^{-3}\), a third above the photon-count value. The common term is unchanged, so the correlation coefficient of the acid counts falls to about 0.0066. Electron blur, the finite number of acid generators, quencher, diffusion and development are not included. The failure probabilities therefore illustrate sensitivity to dose noise and do not predict a defect rate. Chaotic-light noise is negligible here: a bandwidth of 2 % and pulses of 50 ns give a term of about \(2\times10^{-10}\). Electron blur can correlate neighbouring holes too, if one photon can yield acids in both, and the size of the effect depends steeply on the blur length. Take a one-dimensional model of 20 nm strips at 40 nm pitch under uniform light, in which each photon yields a Poisson number of acids that are displaced independently. A Gaussian blur of 3 nm gives a relative covariance of only \(6\times10^{-11}\), but 8 nm gives about \(10^{-5}\), as much as the pulse noise. Under uniform light, blur also lowers the noise of one strip, because photons absorbed outside it send acids in. With three acids per photon on average, the relative variance in this model falls from \(1.33/N\) without blur to about \(1.16/N\) at 3 nm and \(0.90/N\) at 8 nm. These results depend on the illumination. If only the strips are lit, blur carries acids out instead: the relative variance rises to about \(1.41/N\) at 3 nm and \(1.50/N\) at 8 nm, and the covariance at 8 nm is about \(2\times10^{-6}\).

## Values computed for the example and the checks

```
Exact small test: 3 pulses, absorption probabilities 0.2 and 0.3
 fluctuating classical: s^2=0.2080, N_a=3.00, rel.var=0.4027, rel.cov=0.0693
 steady Poisson: s^2=0.0000, N_a=3.00, rel.var=0.3333, rel.cov=0.0000
 fixed photon number 6: s^2=-0.1667, N_a=3.60, rel.var=0.2222, rel.cov=-0.0556
Wavelength 13.5 nm; photon energy 91.84 eV; local dose 30 mJ/cm2
Hole diameter 20 nm, area 314.2 nm2; resist 30 nm, absorption 5.0 /um
Slit 1.6 mm, scan 320 mm/s, rate 50 kHz: K = 250 pulses; s = 5.0 %
Incident photons: 20.39 per nm2, 6405 per hole
Absorbed fraction 0.1393; N = 892.2 photons
Shot term 1/N = 1.121e-03; common term s^2/K = 1.000e-05
Relative sigma: shot 3.348 %, common 0.316 %, total 3.363 %
Correlation coefficient of two holes = 0.00884
Terms equal at N = 1.000e+05 photons, or m* = 112.1 holes
Simulation: 20000 exposures of 400 holes
 relative variance of one hole: 1.1316e-03 (formula 1.1308e-03)
 relative covariance, same pulses: 1.016e-05 (formula 1.000e-05)
 relative covariance, different pulses: 9.1e-09
 relative variance of 400-hole mean: 1.293e-05 (formula 1.280e-05)
Failure threshold: 713 photons; sensitivity b = 183.0
Failure probability: steady pulses 2.917e-10, fluctuating pulses 3.433e-10
Rise of failure rate: 1.177 (estimate 1.182)
Joint failure probability 1.636e-19; independent product 1.178e-19
Joint excess factor: 1.388 (estimate 1.398)
Effects left out (relative variances unless stated):
 trapezoid slit, same half-height width: effective K = 267.9, common term 9.33e-06
 scan step per pulse 6.40 um; holes 0.8 mm apart along scan share 125 pulses, rel.cov 5.00e-06
 serial pulse correlation +0.2 per step (geometric): common term times 1.497
 serial pulse correlation -0.2 per step (geometric): common term times 0.668
 chaotic light, 2 % bandwidth, 50 ns pulse: coherence time 2.25 fs, term 1.8e-10
 residual common dose error 0.2 %: 4.0e-06
 hole-to-hole thickness sigma 0.1 nm: 9.5e-06
 random placement of 9.42e+05 equal atoms: 9.1e-07
 Poisson yield of 3 acids per photon: acid-count variance 1.504e-03 (simulated 1.503e-03)
 Gaussian electron blur 3 nm, pitch 40 nm, strip model, uniform light: rel.cov 5.7e-11
 photons per pulse in a 26 mm long slit: 3.39e+12; 1/M = 2.9e-13 against s^2 = 2.5e-03
```
